\section*{Transforming operators in the projector augmented-wave method: an exact identity}

\section{One sphere, one partial wave}

Atomic units are used in the algebra ($\hbar=m_e=e^2/4\pi\epsilon_0=1$); numbers are given in eV and \AA.

Take an $s$ state of one atom, $\psi(\mathbf r)=u(r)/(r\sqrt{4\pi})$, with $u$ real. For an operator that multiplies by a function $A(r)$, the volume element $4\pi r^2\,dr$ cancels the factor $1/(4\pi r^2)$ and $\langle\psi|A|\psi\rangle=\int_0^\infty A\,u^2\,dr$. Draw a sphere of radius $r_c$ around the nucleus. Suppose that inside it the true function is a multiple of one known function, $u=c\,\phi$, called the all-electron partial wave. Choose a smooth partial wave $\tilde\phi$ that equals $\phi$ for $r\ge r_c$ but has no cusp at the nucleus, and define a smooth function $\tilde u$ by $\tilde u=c\,\tilde\phi$ inside and $\tilde u=u$ outside. Split the integral at $r_c$, use $u=\tilde u$ outside, and write the outer integral as the whole integral minus the inner one:
\begin{align}
\int_0^\infty\! A u^2\,dr
&=c^2\!\int_0^{r_c}\! A\phi^2\,dr+\int_{r_c}^\infty\! A\tilde u^2\,dr \nonumber\\
&=c^2\!\int_0^{r_c}\! A\phi^2\,dr+\int_0^\infty\! A\tilde u^2\,dr-c^2\!\int_0^{r_c}\! A\tilde\phi^2\,dr \nonumber\\
&=\langle\tilde u|A|\tilde u\rangle+c\,D\,c,
\qquad D=\int_0^{r_c}\! A\,(\phi^2-\tilde\phi^2)\,dr .
\label{eq:simple}
\end{align}
The number $c$ can be read off from $\tilde u$ alone. Let $p(r)$ be any function that vanishes for $r>r_c$ and obeys $\int p\,\tilde\phi\,dr=1$. Then $\langle p|\tilde u\rangle=\int_0^{r_c}p\,c\,\tilde\phi\,dr=c$, and Eq.~(\ref{eq:simple}) becomes $\langle\tilde u|\,(A+|p\rangle D\langle p|)\,|\tilde u\rangle$. The true expectation value is obtained from the smooth function with a modified operator.

Two facts carried the argument. The integrand $A u^2$ at a point involves $u$ at that point only, so the integral could be cut at $r_c$. And $\tilde u$ was exactly a multiple of $\tilde\phi$ inside the sphere. The first is locality, the second is completeness in its smallest form. In the limit $\tilde\phi=\phi$ one has $\tilde u=u$ and $D=0$, as it must be. In the limit $r_c\to\infty$ the first term of Eq.~(\ref{eq:simple}) is $c^2\int A\tilde\phi^2$, which cancels against $D$ and leaves $c^2\int A\phi^2$.

\section{The transformation and an exact identity}

Let there be spheres $\Omega_R$, one per atom $R$. Sphere $R$ carries all-electron partial waves $\phi_i$, smooth partial waves $\tilde\phi_i$ and projector functions $p_i$; the statement $i\in R$ means that the index $i$ belongs to that sphere. All functions may now be complex. Define
\begin{equation}
\Delta_i=\phi_i-\tilde\phi_i,\qquad
S_R=\sum_{i\in R}|\Delta_i\rangle\langle p_i|,\qquad
T=1+\sum_R S_R .
\end{equation}
The projector augmented-wave transformation assigns to a smooth function $\tilde\psi$ the function $\psi=T\tilde\psi$. For any two smooth functions, $\langle\psi|A|\psi'\rangle=\langle T\tilde\psi|A|T\tilde\psi'\rangle=\langle\tilde\psi|T^\dagger AT|\tilde\psi'\rangle$, so the operator that acts on smooth functions is $T^\dagger AT$. The adjoint of $|a\rangle\langle b|$ is $|b\rangle\langle a|$, hence $S_R^\dagger=\sum_{i\in R}|p_i\rangle\langle\Delta_i|$.

Multiply out the product and separate the double sum into equal and unequal spheres:
\begin{equation}
T^\dagger AT=A+\sum_R\left(S_R^\dagger A+AS_R+S_R^\dagger AS_R\right)+\sum_{R\ne R'}S_R^\dagger AS_{R'} .
\label{eq:expand}
\end{equation}
The term $S_R^\dagger AS_R$ has projectors on both sides, while $S_R^\dagger A$ and $AS_R$ have one on one side only. To bring them to the same form, define
\begin{equation}
P_R=\sum_{j\in R}|\tilde\phi_j\rangle\langle p_j|,\qquad
P_R^\dagger=\sum_{i\in R}|p_i\rangle\langle\tilde\phi_i| ,
\end{equation}
and insert $1=P_R+(1-P_R)$ to the right of $S_R^\dagger A$ and $1=P_R^\dagger+(1-P_R)^\dagger$ to the left of $AS_R$. Both insertions are identities and assume nothing:
\begin{align}
S_R^\dagger A&=\sum_{ij\in R}|p_i\rangle\langle\Delta_i|A|\tilde\phi_j\rangle\langle p_j|+S_R^\dagger A(1-P_R),\\
AS_R&=\sum_{ij\in R}|p_i\rangle\langle\tilde\phi_i|A|\Delta_j\rangle\langle p_j|+(1-P_R)^\dagger AS_R,\\
S_R^\dagger AS_R&=\sum_{ij\in R}|p_i\rangle\langle\Delta_i|A|\Delta_j\rangle\langle p_j| .
\end{align}
The three double sums share the frame $|p_i\rangle\cdots\langle p_j|$. Their coefficients combine because $\phi=\tilde\phi+\Delta$ gives four terms,
\begin{equation}
\langle\phi_i|A|\phi_j\rangle=\langle\tilde\phi_i|A|\tilde\phi_j\rangle+\langle\Delta_i|A|\tilde\phi_j\rangle+\langle\tilde\phi_i|A|\Delta_j\rangle+\langle\Delta_i|A|\Delta_j\rangle ,
\label{eq:four}
\end{equation}
of which the last three are the ones found above. Their sum is therefore
\begin{equation}
D_{ij}=\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle ,
\end{equation}
and Eq.~(\ref{eq:expand}) becomes
\begin{align}
T^\dagger AT={}&A+\sum_R\sum_{ij\in R}|p_i\rangle D_{ij}\langle p_j| \nonumber\\
&+\sum_R\left[S_R^\dagger A(1-P_R)+(1-P_R)^\dagger AS_R\right]+\sum_{R\ne R'}S_R^\dagger AS_{R'} .
\label{eq:exact}
\end{align}
This holds for any linear operator $A$ whose matrix elements here are finite, for any number of partial waves and any placement of the spheres. If all $\Delta_i$ vanish, then $S_R=0$ and $D_{ij}=0$, and both sides equal $A$. For one sphere and one wave, with $\tilde u=c\tilde\phi$ inside, the function $(1-P)\tilde u=\tilde u-c\tilde\phi$ is zero inside while $\Delta$ is zero outside, so for a multiplicative $A$ the second line contributes nothing and Eq.~(\ref{eq:simple}) returns.

\section{Multiplicative operators}

The second line of Eq.~(\ref{eq:exact}) vanishes under four assumptions.
\begin{enumerate}
\item[(a)] $\Delta_i=0$ outside $\Omega_R$ for $i\in R$.
\item[(b)] The spheres do not overlap; they may touch.
\item[(c)] Completeness: for every smooth function $\tilde\psi$ considered and every $R$, the function $\chi_R=(1-P_R)\tilde\psi=\tilde\psi-\sum_{j\in R}\tilde\phi_j\langle p_j|\tilde\psi\rangle$ vanishes inside $\Omega_R$.
\item[(d)] $A$ is local, which in this section means $(Af)(\mathbf r)=A(\mathbf r)f(\mathbf r)$.
\end{enumerate}
Assumption (c) is secured as follows. Let $p_i$ vanish outside $\Omega_R$ and obey $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ for $i,j\in R$. If $\tilde\psi=\sum_{j\in R}c_j\tilde\phi_j$ inside $\Omega_R$, then $\langle p_i|\tilde\psi\rangle$ samples only that region and equals $\sum_j c_j\delta_{ij}=c_i$, so $\chi_R=0$ there. Outside $\Omega_R$ nothing is required of $\chi_R$, and in general it is not zero.

Place the remainder between two smooth functions $\tilde\psi,\tilde\psi'$ that obey (c), and write $c_i=\langle p_i|\tilde\psi\rangle$, $c_j'=\langle p_j|\tilde\psi'\rangle$:
\begin{align}
\langle\tilde\psi|S_R^\dagger A(1-P_R)|\tilde\psi'\rangle&=\sum_{i\in R}c_i^*\int\Delta_i^*\,A\,\chi_R'\,d^3r=0,\\
\langle\tilde\psi|(1-P_R)^\dagger AS_R|\tilde\psi'\rangle&=\sum_{j\in R}c_j'\int\chi_R^*\,A\,\Delta_j\,d^3r=0,\\
\langle\tilde\psi|S_R^\dagger AS_{R'}|\tilde\psi'\rangle&=\sum_{i\in R,\,j\in R'}c_i^*c_j'\int\Delta_i^*\,A\,\Delta_j\,d^3r=0 .
\end{align}
In the first two lines the integrand is zero at every point, outside $\Omega_R$ by (a) and inside by (c). In the third, $\Delta_i$ and $\Delta_j$ are nonzero only in two different spheres, which by (b) share no volume. What is left is
\begin{equation}
T^\dagger AT=A+\sum_R\sum_{ij\in R}|p_i\rangle\left(\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\right)\langle p_j| ,
\label{eq:result}
\end{equation}
and for an expectation value $\langle\psi|A|\psi\rangle=\langle\tilde\psi|A|\tilde\psi\rangle+\sum_R\sum_{ij\in R}c_i^*D_{ij}c_j$.

The statement has three qualifications. First, Eq.~(\ref{eq:result}) is guaranteed as an operator identity, for a general local $A$, when (c) holds for all functions (for special cases such as an $A$ that vanishes in all spheres, (c) is not needed); with a finite set of partial waves it holds between those functions whose restriction to each sphere lies in the span of that sphere's $\tilde\phi_j$. Only the smooth waves have to be complete: inside $\Omega_R$ the other spheres' $\Delta$ vanish, so $T\tilde\psi=\sum_i c_i\tilde\phi_i+\sum_i c_i\Delta_i=\sum_i c_i\phi_i$, and the expansion of $\psi$ in all-electron waves follows. Second, the integrand $A(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)$ vanishes outside $\Omega_R$, so $D_{ij}$ is an integral over the sphere, and the partial waves need not be normalizable. Third, $i$ and $j$ belong to the same sphere. For $i\in R$, $j\in R'\ne R$, Eq.~(\ref{eq:four}) gives $\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle=\int_{\Omega_R}\Delta_i^*A\tilde\phi_j+\int_{\Omega_{R'}}\tilde\phi_i^*A\Delta_j$. This is in general not zero when $\tilde\phi_j$ extends into $\Omega_R$, and no such term occurs in Eq.~(\ref{eq:exact}), so a sum over all pairs would add something that is not there.

Three limits can be seen directly. If $A(\mathbf r)$ vanishes in all spheres, $D_{ij}=0$ and $T^\dagger AT=A$, which is right because $\psi=\tilde\psi$ wherever $A$ acts. If $A(\mathbf r)$ vanishes outside one sphere $R$, then $\langle\tilde\psi|A|\tilde\psi\rangle=\sum c_i^*\langle\tilde\phi_i|A|\tilde\phi_j\rangle c_j$ by (c); this cancels the second half of $D_{ij}$ and leaves $\sum c_i^*\langle\phi_i|A|\phi_j\rangle c_j$, the value for $\psi=\sum c_i\phi_i$. If $A=1$, the result is the overlap operator $T^\dagger T=1+\sum|p_i\rangle(\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle)\langle p_j|$. Between functions that obey (c) it reduces to 1 when the smooth waves have the same overlaps in the sphere as the true ones (for a truncated set, $T^\dagger T$ is then still in general not the unit operator on all functions); otherwise the squared norms $\langle\psi|\psi\rangle$ and $\langle\tilde\psi|\tilde\psi\rangle$ differ by $\sum c_i^*D_{ij}c_j$, which is in general not zero.

\section{Derivatives}

Momentum and kinetic energy probe a function in an infinitesimal neighbourhood of a point, so the surface of the sphere needs attention. Assume that $\tilde\psi$, $\tilde\phi_i$ and $\phi_i$ are continuous and piecewise smooth. Then $\Delta_i$ goes continuously to zero at the surface, $\chi_R$ is continuous, and their gradients are ordinary functions with no delta function on the surface. A function that is zero on an open region has zero gradient there, so $\nabla\Delta_i=0$ outside $\Omega_R$ and $\nabla\chi_R=0$ inside. Write the matrix elements as
\begin{equation}
\langle f|{-i\nabla}|g\rangle=-i\!\int\! f^*\nabla g\,d^3r,\qquad
\langle f|K|g\rangle=\tfrac12\!\int\!\nabla f^*\!\cdot\!\nabla g\,d^3r .
\end{equation}
Each remainder term is now an integral of $\Delta_i$ or $\nabla\Delta_i$ times $\chi_R$ or $\nabla\chi_R$, or times $\Delta_j$ or $\nabla\Delta_j$ of another sphere. The product is zero except possibly on the surface, which has no volume, and Eq.~(\ref{eq:result}) holds. Continuity cannot be dropped for $K$, because without it the matrix elements are not finite. A step of height $J$ in $\Delta_i$, smeared over a width $w$, has gradient $J/w$ and contributes to $D_{ii}$, and equally to $\langle T\tilde\psi|K|T\tilde\psi\rangle$, an energy of order $J^2/w$ per unit area, which diverges as $w\to0$. For finite $w$ with the ramp inside the sphere, $\Delta_i$ is continuous and Eq.~(\ref{eq:result}) still holds. A ramp that straddles the surface violates (a) and leaves a remainder $\frac12\int\nabla\Delta_i^*\cdot\nabla\chi_R\,d^3r$ that stays finite and in general nonzero as $w\to0$, unless the normal slope of $\chi_R$ just outside vanishes.

For $s$ states the kinetic form becomes one-dimensional. With $f=u/(r\sqrt{4\pi})$ and $g=v/(r\sqrt{4\pi})$ real, $d(u/r)/dr=(u'-u/r)/r$, and
\begin{equation}
\left(u'-\frac ur\right)\left(v'-\frac vr\right)=u'v'-\frac{(uv)'}{r}+\frac{uv}{r^2}=u'v'-\left(\frac{uv}{r}\right)' .
\end{equation}
The total derivative integrates to $uv/r$ at the ends. It vanishes at $r=0$, where $u,v\propto r$, and at infinity for bound states, so $\langle f|K|g\rangle=\frac12\int u'v'\,dr$. In $D_{ij}$ the end term at $r_c$ is $-\frac12(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)/r_c=0$, since the values match. From here on $\phi_i,\tilde\phi_i$ denote radial functions of the type $u$, and
\begin{equation}
D_{ij}^{\rm grad}=\tfrac12\!\int_0^{r_c}\!(\phi_i'\phi_j'-\tilde\phi_i'\tilde\phi_j')\,dr,\qquad
D_{ij}^{\rm Lap}=-\tfrac12\!\int_0^{r_c}\!(\phi_i\phi_j''-\tilde\phi_i\tilde\phi_j'')\,dr .
\end{equation}
Integration by parts, $\int_0^{r_c}\phi_i\phi_j''=\phi_i\phi_j'|_{r_c}-\int_0^{r_c}\phi_i'\phi_j'$ with $\phi_i(0)=0$, and the same for the smooth waves, relates the two:
\begin{equation}
D_{ij}^{\rm grad}-D_{ij}^{\rm Lap}=\sigma_{ij}\equiv\tfrac12\left[\phi_i\phi_j'-\tilde\phi_i\tilde\phi_j'\right]_{r_c^-} .
\label{eq:surface}
\end{equation}
When value and slope both match, $\sigma_{ij}=0$ and either form may be used.

The case of hydrogen 1s (nonrelativistic, fixed nucleus) with the value alone matched shows the surface term at work. Take $\phi=Nre^{-r}$ with $\int_0^{r_c}\phi^2dr=1$, and $\tilde\phi=ar$ inside with $a=\phi(r_c)/r_c=Ne^{-r_c}$. Then $\phi'^2=N^2(1-2r)e^{-2r}+\phi^2$, and $(1-2r)e^{-2r}$ is the derivative of $re^{-2r}$, so
\begin{align}
D^{\rm grad}&=\tfrac12\left(N^2r_ce^{-2r_c}+1\right)-\tfrac12a^2r_c=\tfrac12,\\
\sigma&=\tfrac12\phi(r_c)\left[N(1-r_c)e^{-r_c}-Ne^{-r_c}\right]=-\tfrac12\phi(r_c)^2 .
\end{align}
The first value does not depend on $r_c$. With $r_c=0.70$~\AA\ ($1.322808$ bohr) and 1 hartree $=27.211386$~eV, $D^{\rm grad}=13.6057$~eV, $\sigma=-13.7084$~eV and $D^{\rm Lap}=13.6057+13.7084=27.314$~eV. The normalized state $u=2re^{-r}$ has $c=2/N=0.702112$, $c^2=0.492961$. The smooth function, $car$ inside and $u$ outside, has $\frac12\int\tilde u'^2dr=6.8986$~eV, with the outer part by adaptive quadrature. The gradient form gives $6.8986+0.492961\times13.6057=13.6057$~eV. This is the exact 1s kinetic energy, since $\frac12\int_0^\infty4(1-r)^2e^{-2r}dr=2(\frac12-\frac12+\frac14)=\frac12$ hartree. Using $D^{\rm Lap}$ instead gives $6.8986+0.492961\times27.314=20.363$~eV, too high by $-c^2\sigma$. The fault lies in mixing the forms. The function $\tilde u$ has a kink at $r_c$, and integrating by parts on each side gives $\frac12\int\tilde u'^2dr=-\frac12\int\tilde u\tilde u''dr-\frac12\tilde u(r_c)\left[\tilde u'(r_c^+)-\tilde u'(r_c^-)\right]$, with the integral of $\tilde u\tilde u''$ taken over the two open intervals. The last term is $-\frac12c^2\phi(\phi'-\tilde\phi')|_{r_c^-}=-c^2\sigma$. The gradient-form energy includes it, and $D^{\rm Lap}$, integrated over the open interval, does not remove it.

\section{What survives when an assumption fails}

Equation~(\ref{eq:exact}) names the error in each case. If $A$ has a kernel, $(Af)(\mathbf r)=\int A(\mathbf r,\mathbf r')f(\mathbf r')d^3r'$, then $\langle\Delta_i|A|\chi_R\rangle=\int_{\rm in}d^3r\int_{\rm out}d^3r'\,\Delta_i^*(\mathbf r)A(\mathbf r,\mathbf r')\chi_R(\mathbf r')$, which connects the inside with the outside and is in general nonzero, and the same kernel connects two spheres. As the kernel shrinks to $A(\mathbf r)\delta(\mathbf r-\mathbf r')$ both terms vanish. If two spheres overlap while (c) holds in each, the bracket in Eq.~(\ref{eq:exact}) is still zero and the error is $\sum c_i^*c_j\int\Delta_i^*A\Delta_j$ over the common lens, which vanishes with the volume of the lens. If the set of waves is truncated, $\chi_R$ is in general not zero inside, and for one sphere, real functions and a symmetric $A$ the two terms in the bracket are equal:
\begin{equation}
\langle T\tilde\psi|A|T\tilde\psi\rangle-\Big[\langle\tilde\psi|A|\tilde\psi\rangle+\sum_{ij}c_iD_{ij}c_j\Big]=2\sum_ic_i\langle\Delta_i|A|\chi\rangle .
\label{eq:rem}
\end{equation}
The error is of first order in $\chi$ and is weighted by $\Delta_i$.

\section{Hydrogen 2s with one, two and three waves}

The radial equation for an $s$ wave of energy $\epsilon$ is $-\frac12u''-u/r=\epsilon u$. The 2s function is $u_{2s}=r(1-r/2)e^{-r/2}/\sqrt2$. Differentiating twice gives $\sqrt2\,u_{2s}''=(-2+5r/4-r^2/8)e^{-r/2}$, which equals $\sqrt2(-2/r+1/4)u_{2s}$, so $\epsilon=-1/8$. With $\int_0^\infty r^ne^{-r}dr=n!$, the norm is $\frac12(2-6+24/4)=1$ and $\langle1/r\rangle=\frac12(1-2+6/4)=\frac14$. The potential energy is $-\frac14$ and the kinetic energy $-\frac18+\frac14=\frac18$, that is $-6.8028$~eV and $3.4014$~eV.

The sphere again has $r_c=0.70$~\AA. The all-electron waves are the solutions regular at the origin at $\epsilon_1=-13.6057$, $\epsilon_2=0$ and $\epsilon_3=+13.6057$~eV (minus one half, zero and plus one half of a hartree); none is at the 2s energy. Putting $u=\sum_{k\ge1}a_kr^k$ into $u''=-2u/r-2\epsilon u$ and comparing the coefficients of $r^{k-1}$ gives
\begin{equation}
k(k+1)a_{k+1}=-2a_k-2\epsilon a_{k-1},\qquad a_0=0,\ a_1=1 .
\end{equation}
The series is kept to $r^{34}$, and each wave is scaled to $\int_0^{r_c}\phi_i^2dr=1$, which makes the $c_i$ dimensionless.

The smooth radial functions are chosen odd in $r$, so that $u/r$ is even and has no cusp. Take $\tilde\phi=r_c^{-1/2}(b_1x+b_3x^3+b_5x^5)$ with $x=r/r_c$, and match value, slope and curvature at $r_c$. With $v_0=r_c^{1/2}\phi$, $v_1=r_c^{3/2}\phi'$, $v_2=r_c^{5/2}\phi''$ at $r_c$, the conditions are $b_1+b_3+b_5=v_0$, $b_1+3b_3+5b_5=v_1$, $6b_3+20b_5=v_2$. The difference of the first two is $2b_3+4b_5=v_1-v_0$; three times this, subtracted from the third, gives $b_5=[v_2-3(v_1-v_0)]/8$, then $b_3=(v_1-v_0)/2-2b_5$ and $b_1=v_0-b_3-b_5$. The smooth 2s function $\tilde\psi$ is made from $u_{2s}$ by the same rule and equals $u_{2s}$ outside. The coefficients $(b_1,b_3,b_5)$ are
\begin{align*}
\tilde\phi_1&:\ (2.361438,\ -1.650379,\ 0.443405),\\
\tilde\phi_2&:\ (2.723341,\ -2.640093,\ 0.689772),\\
\tilde\phi_3&:\ (3.043708,\ -3.771184,\ 1.058587),\\
\tilde\psi&:\ (0.566252,\ -0.510701,\ 0.132453).
\end{align*}
For a set of the first $n$ waves the projectors are $p_i=f\sum_j(B^{-1})_{ij}\tilde\phi_j$ with $f=(1-x^2)^2$ inside and zero outside, and $B_{ij}=\int_0^{r_c}\tilde\phi_if\tilde\phi_j\,dr$. Then $\langle p_i|\tilde\phi_k\rangle=\sum_j(B^{-1})_{ij}B_{jk}=\delta_{ik}$. The elements of $B$ follow from $\int_0^1x^m(1-2x^2+x^4)dx=\frac1{m+1}-\frac2{m+3}+\frac1{m+5}$. The ratio of the largest to the smallest eigenvalue of $B$ is $7.1\times10^2$ for $n=2$ and $3.2\times10^6$ for $n=3$, which expresses near linear dependence of the waves in the sphere, and costs up to about seven digits when $B$ is inverted. $B^{-1}$ and the $c_i$ were evaluated in 40-digit arithmetic as a precaution; double precision gives the same six decimals.

Inside the sphere the smooth waves and the truncated series for the all-electron waves are polynomials, and the $D_{ij}$ are integrated term by term. For $A=1$, $A=-1/r$ and $A=K$,
\begin{align*}
D^{1}&=\begin{pmatrix}0.156585&0.191906&0.234867\\0.191906&0.232744&0.281581\\0.234867&0.281581&0.336297\end{pmatrix},\\
D^{V}&=-\begin{pmatrix}10.4900&12.9344&15.8655\\12.9344&15.8365&19.2739\\15.8655&19.2739&23.2528\end{pmatrix}\text{eV},\\
D^{K}&=\begin{pmatrix}6.9509&9.8159&13.2385\\9.8159&13.8376&18.6668\\13.2385&18.6668&25.1898\end{pmatrix}\text{eV}.
\end{align*}
These do not depend on the projectors, so a set of $n$ waves uses the upper left $n\times n$ block. The smooth parts, with the region outside $r_c$ done by adaptive quadrature, are $\langle\tilde\psi|\tilde\psi\rangle=0.990241$, $\langle\tilde\psi|{-1/r}|\tilde\psi\rangle=-6.1414$~eV and $\langle\tilde\psi|K|\tilde\psi\rangle=2.8582$~eV. The smooth function alone misses $0.66$~eV of the true attraction and $0.54$~eV of the true kinetic energy.

For $n=3$ the three smooth waves are linearly independent ($B$ is invertible) combinations of $x,x^3,x^5$, so they span that space, $\tilde\psi$ lies in it, and (c) is exact. Projection gives $c=(0.035208,\ 0.198848,\ -0.019193)$. These reproduce the coefficients of $\tilde\psi$; for $b_1$,
\begin{equation*}
0.035208\times2.361438+0.198848\times2.723341-0.019193\times3.043708=0.56625 .
\end{equation*}
For the kinetic energy the vector $D^Kc$ has first component $0.2447+1.9519-0.2541=1.9425$~eV, and in the same way $2.7389$ and $3.6945$~eV. Then
\begin{equation*}
c\,D^Kc=0.0684+0.5446-0.0709=0.5421\ \text{eV},
\end{equation*}
and the formula gives $2.8582+0.5421=3.4003$~eV ($0.124960$ hartree). For the potential, $D^Vc=(-2.6368,-3.2345,-3.9449)$~eV, $c\,D^Vc=-0.0928-0.6432+0.0757=-0.6603$~eV, and the total is $-6.1414-0.6603=-6.8017$~eV ($-0.249958$ hartree). For the norm, $c\,D^1c=0.009741$ and the total is $0.999982$. The definition $\langle T\tilde\psi|A|T\tilde\psi\rangle$, evaluated by forming $\tilde\psi+\sum c_i\Delta_i$ and integrating over the sphere with 60-point Gauss--Legendre quadrature, is $3.400346$~eV, $-6.801708$~eV and $0.999982$, equal to the formula to six decimals.

With fewer waves (c) fails. For $n=1$, $c_1=0.223256$ and the largest $|\chi|$ on 401 equally spaced points in the sphere is $8.3\times10^{-2}$~\AA$^{-1/2}$. The kinetic correction is $0.223256^2\times6.9509=0.3465$~eV, the formula gives $3.2047$~eV and the definition $3.2893$~eV; the difference is the remainder of Eq.~(\ref{eq:rem}), $0.0846$~eV. For $n=2$, $c=(0.057705,\ 0.157965)$, the largest $|\chi|$ is $8.7\times10^{-4}$~\AA$^{-1/2}$, and the correction is $0.0231+0.1790+0.3453=0.5474$~eV. Formula, definition and remainder are
\begin{equation*}
\begin{array}{llccc}
n&A&\text{formula}&\text{definition}&\text{remainder}\\
1&1&0.998046&0.998208&1.6\times10^{-4}\\
1&V\ (\text{eV})&-6.6643&-6.6828&-1.85\times10^{-2}\\
1&K\ (\text{eV})&3.2047&3.2893&8.46\times10^{-2}\\
2&1&1.000069&1.000068&-3.3\times10^{-7}\\
2&V\ (\text{eV})&-6.80732&-6.80725&7.1\times10^{-5}\\
2&K\ (\text{eV})&3.40563&3.40559&-3.8\times10^{-5}
\end{array}
\end{equation*}
The remainder has no fixed sign, and Eq.~(\ref{eq:rem}) imposes none.

A second error remains when the first is gone. For $n=3$ the exact transformed values still differ from those of the true 2s state, by $-1.8\times10^{-5}$ in the norm, $+1.14\times10^{-3}$~eV in the potential energy and $-1.08\times10^{-3}$~eV in the kinetic energy, and $|T\tilde\psi-u_{2s}|$ reaches $1.0\times10^{-4}$~\AA$^{-1/2}$ in the sphere. The reason is that inside the sphere $T\tilde\psi=\sum c_i\phi_i$. If this were $u_{2s}$, applying the radial Hamiltonian plus $\frac18$ would give $\sum c_i(\epsilon_i+\frac18)\phi_i=0$. Solutions at different energies are linearly independent (applying the product of $H-\epsilon_j$ over $j\ne i$ to a vanishing combination isolates term $i$), and no $\epsilon_i$ equals $-\frac18$, so all $c_i$ would be zero. Equation~(\ref{eq:result}) reproduces matrix elements in the state $T\tilde\psi$; how well $T\tilde\psi$ represents a given physical state is a separate matter. In this example the second error is the larger one for all three operators at every $n$. The ordering is not general: with $r_c=0.55$~\AA\ and $n=1$ the second error in the kinetic energy is $0.039$~eV in magnitude, against a remainder of $0.042$~eV. For $r_c=0.70$~\AA, at $n=1$ the kinetic energy from the definition lies $3.4014-3.2893=0.1121$~eV below the true 2s value, against a remainder of $0.0846$~eV; at $n=2$ it exceeds the true 2s value by $3.4056-3.4014=0.0042$~eV, about a hundred times the magnitude of the remainder.

Numbers in the example were calculated in double precision.
